# Local Range Separation of Exchange: Coordinate Scaling and the Gradient Expansion, part 2

Hartree atomic units are used. The problem is how an exchange functional with local range parameter \(\omega(\mathbf r)\ge0\) scales and whether it matches the gradient expansion. For a closed-shell determinant with orbitals \(\phi_a\), \(\gamma_\sigma(\mathbf r,\mathbf r')=\sum_a\phi_a(\mathbf r)\phi_a^*(\mathbf r')\), \(n_\sigma=\gamma_\sigma(\mathbf r,\mathbf r)\), \(\gamma=2\gamma_\sigma\), \(n=2n_\sigma\), \(u=|\mathbf r-\mathbf r'|\), and
\[
E_x=\int e_{LR}\,d^3r+\int n\,\varepsilon\,F(a)\,d^3r,\qquad e_{LR}(\mathbf r)=-\frac14\int|\gamma(\mathbf r,\mathbf r')|^2\,\frac{\mathrm{erf}(\omega(\mathbf r)u)}{u}\,d^3r' ,
\]
\[
k_F=(3\pi^2n)^{1/3},\quad s=\frac{|\nabla n|}{2k_Fn},\quad \varepsilon=-\frac{3k_F}{4\pi},\quad a=\frac{\omega}{2k_F},\quad E_{LDA}=\int n\varepsilon\,d^3r .
\]
\(\varepsilon F\) is the uniform-gas exchange energy per electron for \(\mathrm{erfc}(\omega u)/u\). The hole \(h=-|\gamma_\sigma|^2/n_\sigma(\mathbf r)\) has second moment \(M_2=\int|h|u^2d^3r'\); the gas has the averaged tail \(h\to-9n/(4k_F^4u^4)\). Also
\[
\Delta=E_x-E_{LDA},\qquad I=\int n\varepsilon s^2d^3r<0,\qquad B=\frac{1}{3\sqrt\pi}\int n\Big(\frac{|\nabla n|}{n}\Big)^3M_2\,d^3r ,
\]
and GE2 is \(E_{LDA}+\mu I\).

(A) Covariant \(\omega=f(n,|\nabla n|)\) are \(k_Fg(s)\), giving linear scaling.

(B) For \(\omega=\eta|\nabla n|/n\) and finite \(I\), \(\Delta\ge8\eta^2I\). If \(B\) and \(\int n^{1/3}(|\nabla n|/n)^3d^3r\) are also finite, \(\Delta=8\eta^2I+B\eta^3+o(\eta^3)\). Still to show: matching to \(\mu=10/81\) gives \(\eta=\sqrt5/18\).

(C), still to show: in a metal with no band degeneracy at the Fermi level and nonvanishing band velocity there,
\[
e_{LR}+n\varepsilon F=n\varepsilon-\frac{\omega^2}{\pi}\Big[\frac{k_F^2}{2\pi^2}-A(\mathbf r)\Big]+O(\omega^3),
\]
with \(A\) the weighted Fermi-surface area; for a weakly modulated gas, order counting gives \(\Delta=O(\delta^3|\ln\delta|)\), \(\delta\) being the relative amplitude.

Lemma 1: with \(S_{\mathbf r}(\mathbf Q)=\int|\gamma_\sigma(\mathbf r,\mathbf r')|^2e^{i\mathbf Q\cdot(\mathbf r'-\mathbf r)}d^3r'\) and \(\langle\cdot\rangle\) the average over directions of \(\mathbf Q\), \(X=e_{LR}+n\omega/\sqrt\pi=(2/\pi)\int_0^\infty e^{-Q^2/4\omega^2}\langle n_\sigma-S_{\mathbf r}\rangle dQ\).

Lemma 2: with \(E=e^{-1/4a^2}\),
\[
F(a)=1-\frac{8a}3\Big[\sqrt\pi\,\mathrm{erf}\Big(\frac1{2a}\Big)+(2a-4a^3)E-3a+4a^3\Big].
\]
\(G(a)=F-1+\frac83\sqrt\pi\,a\) satisfies \(G<8a^2\) and \(G=8a^2+O(a^4)\). The integrand of \(\Delta\) is \(X+n\varepsilon G(a)\).

Lemma 3: \(0\le X\le n\omega^3M_2/(3\sqrt\pi)\).

The HCl example uses restricted Hartree–Fock orbitals, def2-SVP, bond length 2.4 bohr, without self-consistency; its scaling test compresses by \(\lambda=1.5\).

### Lemma 4 (the coefficient \(\mu\))

Let \(f_x(q)\) be the second functional derivative of exact exchange at a uniform density, expanded as \(f_x=-(\pi/k_F^2)[1+c\,(q/2k_F)^2+\dots]\). Then \(\mu=2c/9\), and \(f_x=\chi_1/\chi_0^2\) with
\[
\chi_1=\iint\frac{d^3k\,d^3k'}{(2\pi)^6}\,v(\mathbf k-\mathbf k')\,N_{\mathbf k}N_{\mathbf k'}\Big(\frac1{D_{\mathbf k}}-\frac1{D_{\mathbf k'}}\Big)^2,
\]
where \(v(\mathbf p)=4\pi/p^2\), \(N_{\mathbf k}=\theta(k_F-|\mathbf k+\mathbf q/2|)-\theta(k_F-|\mathbf k-\mathbf q/2|)\), \(D_{\mathbf k}=\mathbf k\cdot\mathbf q\), and \(\chi_0\) is the Lindhard function.

Proof. Relation of \(c\) to \(\mu\). The LDA energy density \(e=n\varepsilon\propto n^{4/3}\) has \(e''=\frac49e/n^2=-k_F/(3\pi n)=-\pi/k_F^2\). The gradient term is \(\int C|\nabla n|^2\) with \(C=\mu\varepsilon/(4k_F^2n)=-3\mu/(16\pi k_Fn)\); at uniform density its second derivative is \(2Cq^2=-9\pi\mu q^2/(8k_F^4)\). Dividing by \(-\pi/k_F^2\) gives \(9\mu q^2/(8k_F^2)=\frac92\mu\,(q/2k_F)^2\), so \(c=9\mu/2\).

Kernel from the response. Let \(Y[w]\) be the exchange energy of the non-interacting ground state in the potential \(w\), at fixed electron number, so that \(Y[w]=E_x^{exact}[n[w]]\). Differentiating twice, \(\delta^2Y/\delta w\,\delta w=\chi_0f_x\chi_0+\int v_x\,\delta^2n/\delta w\,\delta w\). At uniform density \(v_x\) is constant and \(\int\delta^2n=0\), so the last term vanishes. Now scale the exchange interaction by \(\alpha\) in Hartree–Fock theory, leaving out the Hartree term, which separates. The energy is stationary in the orbitals, so its term of first order in \(\alpha\) is \(Y[w]\); its second derivative in \(w\) is the static response function. Hence the first-order response is \(\chi_1=\delta^2Y/\delta w\,\delta w=\chi_0^2f_x\).

The response. For a perturbation \(\delta w\) of wave vector \(\mathbf q\), stationarity of the density matrix, \([H,\rho]=0\), gives for the element \(\rho_{\mathbf k}\) between \(\mathbf k+\mathbf q/2\) and \(\mathbf k-\mathbf q/2\)
\[
\rho_{\mathbf k}=\frac{N_{\mathbf k}}{D_{\mathbf k}+\alpha\Sigma_{\mathbf k}}\Big(\delta w-\alpha\sum_{\mathbf k'}v(\mathbf k-\mathbf k')\rho_{\mathbf k'}\Big),\qquad\Sigma_{\mathbf k}=-\sum_{\mathbf k'}v(\mathbf k-\mathbf k')N_{\mathbf k'} .
\]
Here \(\sum_{\mathbf k}=\int d^3k/(2\pi)^3\), \(D_{\mathbf k}\) is the kinetic-energy difference of the two states, \(\Sigma_{\mathbf k}\) is the difference of their exchange self-energies, and the last term is the change of the Fock operator. The self-energy is isotropic, so the occupied region stays the same sphere. With \(\delta n=2\sum\rho_{\mathbf k}\), order zero gives \(\chi_0=2\sum N/D\), and order one gives
\[
\chi_1=2\sum_{\mathbf k\mathbf k'}v\,NN'\Big(\frac1{D^2}-\frac1{DD'}\Big).
\]
Replacing \(2/D^2\) by \(1/D^2+1/D'^2\), which the symmetry \(\mathbf k\leftrightarrow\mathbf k'\) allows, completes the square. ∎

Evaluation. Set \(k_F=1\), \(x=q/2\), and \(\mathbf k=(\mathbf p,z)\) with \(z\) along \(\mathbf q\). Shifting each step function to the origin and sending \(\mathbf k\to-\mathbf k\) in the first gives \(\chi_0=-4(2\pi)^{-3}\,\mathrm P\!\int_{-1}^1\pi(1-z^2)\,dz/[q(z+x)]\). Writing \(1-z^2=(1-x^2)-(z+x)(z-x)\), the integral of \((1-z^2)/(z+x)\) is \((1-x^2)L+2x\) with \(L=\ln\frac{1+x}{1-x}\), so \(\chi_0=-\pi^{-2}[\frac12+(1-x^2)L/4x]\).

In \(\chi_1\), at fixed \(z\) the step functions are discs \(p^2<A_\pm(z)=\max[1-(z\pm x)^2,0]\). For two discs and \(\tau=(z-z')^2\), the formula \(\int_0^{2\pi}d\varphi/(\beta_0-\beta_1\cos\varphi)=2\pi/\sqrt{\beta_0^2-\beta_1^2}\) with \(\xi=p^2\), \(\xi'=p'^2\) gives
\[
\iint\frac{d^2p\,d^2p'}{\tau+|\mathbf p-\mathbf p'|^2}=\pi^2\Phi,\qquad\Phi=\int_0^Ad\xi\int_0^{A'}\frac{d\xi'}{\sqrt{(\tau+\xi+\xi')^2-4\xi\xi'}} .
\]
Let \(R=\sqrt{(\tau+A+A')^2-4AA'}\), \(\beta=\tau+A'-A\), \(\beta'=\tau+A-A'\), so that \(R^2=\beta^2+4\tau A=\beta'^2+4\tau A'\). Then
\[
\Phi=A\ln\frac{\beta+R}{2\tau}+A'\ln\frac{\beta'+R}{2\tau}+\frac{R-A-A'-\tau}2 .
\]
To prove this, note that the inner integral is \(\partial\Phi/\partial A=\ln[(\beta+R)/2\tau]\), because the radicand is \(\xi'^2+2(\tau-\xi)\xi'+(\tau+\xi)^2\). Differentiate the closed form with \(\partial_AR=\beta'/R\). The second logarithm contributes \(A'/R\). The first contributes itself plus \(A(\beta'-R)/[R(\beta+R)]=(\beta'-R)(R-\beta)/4\tau R\), using \((R+\beta)(R-\beta)=4\tau A\); with \(\beta+\beta'=2\tau\) and \(R^2+\beta\beta'=2\tau(\tau+A+A')\) this is \(\frac12-(\tau+A+A')/2R\). The last term contributes \(\beta'/2R-\frac12\). The three extra pieces sum to zero, and the closed form vanishes at \(A=0\), where \(R=\tau+A'\). The formula was also tested against direct quadrature.

For \(z>0\), \(N\) is \(-1\) on the annulus \(A_+<p^2<A_-\); for \(z<0\) it is \(+1\) on the annulus belonging to \(|z|\). Let \(J(\tau)=\Phi(A_-,A'_-)-\Phi(A_-,A'_+)-\Phi(A_+,A'_-)+\Phi(A_+,A'_+)\). Two quadrants have equal signs of \(z,z'\), with \(NN'>0\) and \(\tau_-=(z-z')^2\); two have opposite signs, with \(NN'<0\) and \(\tau_+=(z+z')^2\) in terms of the moduli. Since \((1/D-1/D')^2=\tau/(qzz')^2\),
\[
\chi_1=\frac{4\pi^3}{(2\pi)^6}\,\frac2{q^2}\iint_{z,z'>0}\frac{\tau_-J(\tau_-)-\tau_+J(\tau_+)}{z^2z'^2}\,dz\,dz' .
\]
As \(z\to0\) at fixed \(z'\), \(J\propto z\) and \(\tau_\pm\) merge, so the numerator is of order \(z^2\) and the integrand stays finite. Where \(z\) and \(z'\) vanish together, \(J\) is of first order and \(\tau_\pm\) of second order in the distance from the corner, so the integrand grows as the inverse of that distance, which is integrable in two dimensions. Quadrature gives \(f_x/(-\pi/k_F^2)=1.005588\) at \(q=0.2k_F\) and \(1.022754\) at \(q=0.4k_F\). Subtracting one and dividing by \(x^2=0.01\) and \(0.04\) gives 0.5588 and 0.56885; removing the term of order \(x^2\), \(c=(4\times0.5588-0.56885)/3=0.5555\) and \(\mu=2c/9=0.12344\). The established values are \(c=5/9\) and \(\mu=10/81=0.12346\). The numerical \(\mu\) differs from \(10/81\) by between 1 and 2 parts in \(10^4\) (the test asserts agreement within 1%); the rational form is not derived here.

### The matching: end of the proof of (B)

Take \(\omega=k_Fg(s)\), so \(a=g/2\), and keep the order \(\omega^2\). For finite \(M_2\), \(X\) starts at \(\omega^3\) and the integrand of \(\Delta\) is \(8a^2n\varepsilon=2g^2n\varepsilon\). Equating it point by point to \(\mu s^2n\varepsilon\) at small \(s\) gives \(g(0)=0\) and \(g=\sqrt{\mu/2}\,s\). Since \(k_Fs=|\nabla n|/2n\),
\[
\omega=\sqrt{\frac\mu8}\,\frac{|\nabla n|}n,\qquad\eta^2=\frac{10}{648}=\frac5{324},\qquad\eta=\frac{\sqrt5}{18}=0.12423 .
\]
The numerical \(\mu\) gives 0.12422. ∎

Remark 5 (what is fixed). The matching fixes the slope of \(g\) at \(s=0\) and says nothing about large \(s\). Within functions of \(n\) and \(|\nabla n|\) the pointwise condition determines this slope uniquely; equality of the integrated energies for a single system would not, since one number cannot fix a function. If \(\nabla^2n\) is admitted, the form of \(\omega\) is not unique even at this order, because integration by parts gives \(\int n^{-1/3}\nabla^2n=\frac13\int n^{-4/3}|\nabla n|^2\), so different local expressions for \(\omega^2\) formally yield the same integral. Such an expression need not be admissible: \((1-\nu)|\nabla n|^2/n^2+3\nu\nabla^2n/n\) has the sign of \(\nu\nabla^2n\) where \(\nabla n=0\), so it is negative at a smooth maximum of \(n\) with \(\nabla^2n<0\) for \(\nu>0\) and at a minimum with \(\nabla^2n>0\) for \(\nu<0\).

Remark 6 (one-sided error). At \(\eta=\sqrt5/18\) the inequality of (B) reads \(\Delta\ge\mu I\), with \(\mu I<0\). The functional cannot lie below GE2 for any determinant with finite \(I\).

Remark 7 (size of the dropped term). Locally the kept term has magnitude \(3n\omega^2/(2\pi k_F)\), and the ratio of \(n\omega^3M_2/(3\sqrt\pi)\) to it is \((2\sqrt\pi/9)\,\omega k_FM_2\). As a model estimate, let the hole follow the gas tail up to a distance \(\ell\gg1/k_F\) and vanish beyond. Then \(M_2\approx4\pi\ell\cdot9n/4k_F^4=3\ell/(\pi k_F)\), and the ratio is \(2\omega\ell/(3\sqrt\pi)\). If \(\ell\) is comparable with \(n/|\nabla n|\), the ratio is of order \(\eta\) and does not fall as \(s\to0\). In this model the small parameter of the matching is \(\eta\), not the gradient. The estimate requires \(\ell k_F=1/2s\gg1\), and its coefficient does not carry over to molecules: \(\ell=n/|\nabla n|\) gives \(2\eta/(3\sqrt\pi)=0.38\,\eta\), whereas the integrated ratio for HCl below is \(9.12\,\eta\).

### Worked example: the matched functional for HCl

The orbitals and geometry are those of Part I. The reference is the Hartree–Fock exchange energy in this basis, \(-27.9103\) Ha; it has a basis-set error, contains no correlation and is built from Hartree–Fock rather than Kohn–Sham orbitals. With \(E_{LDA}=-25.7271\) Ha the gap is \(-27.9103+25.7271=-2.1832\) Ha. From \(I=-11.0521\) Ha,
\[
\mu I=0.12346\times(-11.0521)=-1.3645\ \mathrm{Ha}\ (-37.13\ \mathrm{eV}),\qquad E_{GE2}=-27.0916\ \mathrm{Ha}.
\]
The small-\(\eta\) law is tested at \(\eta=0.005\). With \(B=806.20\) Ha, the cubic term relative to the quadratic one has magnitude \(B\eta/(8|I|)=806.20\,\eta/88.417=9.12\,\eta\), so the law predicts \(\Delta/(8\eta^2I)=1-9.12\times0.005=0.9544\). The computed ratio is 0.9547, and 1.0003 after the cubic term is removed.

At \(\eta=\sqrt5/18\) the same relative size is \(9.12\times0.12423=1.133\). The term dropped in the matching is larger than the term kept. The series cut after \(\eta^3\) would give \(\Delta\approx-1.3645\times(1-1.133)=+0.18\) Ha, whereas the direct evaluation gives \(\Delta=-0.6029\) Ha \((-16.41\) eV\()\) and \(E_x=-25.7271-0.6029=-26.3300\) Ha. The expansion in \(\eta\) is therefore not usable at the matched value for this molecule. There \(B\eta^3=1.133\times1.3645=1.55\) Ha is an upper bound on \(\int X\), not its value; the actual shortfall from GE2, \(1.3645-0.6029=0.7616\) Ha, is the sum of \(\int X\) and the non-negative remainder \(\int n|\varepsilon|(8a^2-G)\). The functional recovers \(0.6029/1.3645=0.442\) of the GE2 correction, on the side required by Remark 6, and \(0.6029/2.1832=0.276\) of the gap between LDA and Hartree–Fock exchange. These numbers are not converged in the basis to the digits shown. In def2-TZVP and def2-QZVP, \(I\) becomes \(-10.99\) and \(-10.97\) Ha, \(B\) becomes 819 and 814 Ha, the coefficient 9.12 becomes 9.32 and 9.28 (1.133 becomes 1.158 and 1.153), and \(\Delta\) becomes \(-0.600\) Ha in both; the two fractions become 0.443 and 0.275. The conclusions do not change.

### Lemma 5 (periodic systems)

Let the orbitals be Bloch states \(e^{i\mathbf k\cdot\mathbf r}u_{m\mathbf k}(\mathbf r)\) with the cell average of \(|u|^2\) equal to one, occupied below a Fermi level at which no two bands are degenerate and the band velocity \(\mathbf v\) does not vanish. Then
\[
\langle n_\sigma-S_{\mathbf r}\rangle=\frac{Q}{4}A(\mathbf r)+O(Q^2),\qquad A(\mathbf r)=\sum_m\int_{FS}\frac{d\Sigma}{(2\pi)^3}\,|u_{m\mathbf k}(\mathbf r)|^2,
\]
with \(d\Sigma\) the area element of the Fermi surface, and \(X=\omega^2A/\pi+O(\omega^3)\).

Proof. Expanding \(|\gamma_\sigma|^2\),
\[
S_{\mathbf r}=\sum_{a,b\ \mathrm{occ}}\phi_a(\mathbf r)\phi_b^*(\mathbf r)\,e^{-i\mathbf Q\cdot\mathbf r}\langle a|e^{i\mathbf Q\cdot\mathbf r'}|b\rangle .
\]
If \(b\) ran over all states, completeness would give \(\delta(\mathbf r-\mathbf r')\) and the sum would be \(n_\sigma\). So \(n_\sigma-S_{\mathbf r}\) is the same sum with \(a\) occupied and \(b\) empty. The matrix element forces \(\mathbf k_b=\mathbf k-\mathbf Q\), the plane-wave phases cancel, and
\[
n_\sigma-S_{\mathbf r}=\sum_{mm'}\int\frac{d^3k}{(2\pi)^3}\,u_{m\mathbf k}(\mathbf r)\,u^*_{m'\mathbf k-\mathbf Q}(\mathbf r)\,\langle u_{m\mathbf k}|u_{m'\mathbf k-\mathbf Q}\rangle
\]
over \((m\mathbf k)\) occupied and \((m',\mathbf k-\mathbf Q)\) empty. For \(m=m'\), the energy at \(\mathbf k-\mathbf Q\) is lower by \(\mathbf v\cdot\mathbf Q\) to first order, so the allowed \(\mathbf k\) fill a shell under the Fermi surface of thickness \(\max(-\hat{\mathbf v}\cdot\mathbf Q,0)\), in which the integrand is \(|u|^2+O(Q)\). The directional average of the thickness is \(Q\cdot\frac12\int_0^1c\,dc=Q/4\). For \(m\ne m'\) the overlap vanishes at \(\mathbf Q=0\) by orthogonality. Its first-order part is linear in the vector \(\mathbf Q\) and, integrated over the \(\mathbf Q=0\) region, is odd in \(\mathbf Q\) and averages to zero; what remains is \(O(Q^2)\). Finally \((2/\pi)(A/4)\int_0^\infty Qe^{-Q^2/4\omega^2}dQ=(2/\pi)(A/4)(2\omega^2)\). ∎

### Proof of (C)

The model term is \(8a^2n\varepsilon=-3n\omega^2/(2\pi k_F)=-(\omega^2/\pi)\,k_F^2/2\pi^2\), using \(n=k_F^3/3\pi^2\). Adding \(X\) from Lemma 5 gives the energy density stated in (C). An insulator has no Fermi surface, \(A=0\), and (B) is recovered. The uniform gas has \(A=4\pi k_F^2/(2\pi)^3=k_F^2/2\pi^2\), and the bracket vanishes.

Now take the potential \(v_0\cos qz\), with \(n=n_0(1+\delta\cos qz)\) to first order, \(\delta\propto v_0\), fixed \(q<2k_F\), and no Bragg plane tangent to the Fermi sphere. Then \(\omega\approx\eta\delta q|\sin qz|=O(\delta)\). Lemma 5 cannot be applied directly, because the gap at the Bragg planes \(k_z=\pm q/2\) is also \(O(\delta)\), and the relevant \(Q\sim\omega\) is not small against it. The following is an order count, not a rigorous bound. The integrand of \(\Delta\) is \((2/\pi)\int e^{-Q^2/4\omega^2}[P_{\mathbf r}(Q)-P_{gas}(Q)]\,dQ\), where \(P=\langle n_\sigma-S\rangle\) and \(P_{gas}\) is taken at the local density. Let \(\xi\) be the distance of \(k_z\) from a Bragg plane. The admixture of the wave \(k_z\mp q\) has amplitude of order \(\delta/|\xi|\) for \(|\xi|>\delta\) and of order one for \(|\xi|<\delta\), and its derivative with respect to \(k_z\) is of order \(\delta/\xi^2\) and \(1/\delta\) in these regions.

Intraband shell: \(|u|^2-1\) is \(O(\delta/|\xi|)\) outside the strip \(|\xi|<\delta\), and the strip holds a fraction \(O(\delta)\) of the surface, so the change of the shell term is \(O(Q\,\delta|\ln\delta|)\). Interband pairs across the plane: the overlap is \(Q\) times the derivative of the admixture, and the in-plane area where one state is occupied and the other empty is proportional to their energy difference, \(O(\sqrt{\xi^2+\delta^2})\); the integral over \(\xi\) of the product is again \(O(Q\,\delta|\ln\delta|)\). The local \(k_F^2\) in \(P_{gas}\) changes by \(O(\delta)\). Gaps at further planes are of higher order in \(\delta\). Thus \(P_{\mathbf r}-P_{gas}=O(Q\,\delta|\ln\delta|)\), and the \(Q\) integral gives \(\omega^2\delta|\ln\delta|=O(\delta^3|\ln\delta|)\). The term of order \(\delta^2\) in \(\Delta\) is absent at each such \(q\), so the kernel of the functional is the LDA value \(-\pi/k_F^2\), with \(c=0\) in place of \(5/9\). ∎

Remark 8. Here \(\omega\ll q\): the kernel \(\mathrm{erf}(\omega u)/u\) probes distances of many wavelengths, over which the exact hole keeps the \(u^{-4}\) tail of the metal and returns the energy that the model term removed.

### Worked example: the modulated gas

The model has round parameters, chemical potential 0.5 Ha and \(q=1.2\) bohr\(^{-1}\), and non-interacting electrons. The states are one-dimensional Bloch functions with band energy \(\epsilon_m(k)\) times plane waves in the plane, occupied in a disc of radius \(\kappa_m\), where \(\kappa_m^2/2\) is the chemical potential minus \(\epsilon_m\). \(S\) is computed from its definition as a sum over occupied pairs, the in-plane integral being the common area of two discs. The Fermi surface is a surface of revolution, \(d\Sigma=2\pi\kappa\sqrt{1+\kappa'^2}\,dk\), and \(\kappa\kappa'=-d\epsilon/dk=-v_z\), so \(A=\sum_m\int dk\,(2\pi)^{-2}\sqrt{\kappa^2+v_z^2}\,|u|^2\). At \(v_0=0\) and \(\omega=0.05\) bohr\(^{-1}\) the pair sum reproduces the \(X\) of Lemma 2 (ratio 1.00000). At \(v_0=0.3\) Ha, \(\pi X/\omega^2\) from the pair sum, extrapolated linearly to \(\omega=0\) from two small values, tests Lemma 5 (areas in bohr\(^{-2}\)):

| \(qz\) | \(A\), pairs | \(A\), surface | \(k_F^2/2\pi^2\) |
|---|---|---|---|
| 0.196 | 0.02648 | 0.02647 | 0.02824 |
| 1.767 | 0.04775 | 0.04774 | 0.05481 |
| 2.945 | 0.06724 | 0.06723 | 0.07857 |

The fraction of the model term that survives is \(1-A/(k_F^2/2\pi^2)\): \(0.00177/0.02824=0.063\), \(0.00707/0.05481=0.129\) and \(0.01134/0.07857=0.144\). The matching in (B) assumes that this fraction is one.

With the local \(\omega\) at \(\eta=\sqrt5/18\), the ratio \(\Delta/(\mu I)\), with both integrals sampled at eight points of the half period, is 0.0217 at \(v_0=0.08\) Ha (relative density modulation over the sampled points 0.20, largest sampled \(\omega\) 0.031 bohr\(^{-1}\)) and 0.0060 at \(v_0=0.02\) Ha (sampled modulation 0.051, largest sampled \(\omega\) 0.0077 bohr\(^{-1}\)). The test asserts that the second ratio is small against one and below the first. The fall by \(0.0217/0.0060=3.6\) for a factor 4 in \(v_0\) is compatible with the order count; two points do not determine the rate or the presence of the logarithm. Both ratios are small residues of two cancelling terms, and the last digit depends on the \(k\) mesh: a six times finer mesh gives 0.0216 in place of 0.0217 and leaves 0.0060 unchanged. Apart from the larger-basis and finer-mesh values given as caveats, the values quoted appear in the numerical output below or follow from it by the arithmetic shown.

## Table of computed values

```
F(0.1) hole quadrature / closed form: 0.60627897 / 0.60627897
tail integral -1.000000; a^2 coeff: hole(a=0.01) 7.9989, tail 8.0000
f_x/(-pi/kF^2): q=0.2kF 1.005588, q=0.4kF 1.022754
c=0.5555 (5/9=0.5556); mu=0.12344 (10/81=0.12346)
eta=sqrt(mu/8): numerical 0.12422, sqrt5/18=0.12423
HCl RHF/def2-SVP R=2.4 bohr, lambda=1.5, E_RHF=-459.93829 Ha
grid points 1637, electrons 18.00000 / scaled 18.00000
E_LR(w=0.4/bohr): grid -3.73664, analytic -3.73664 Ha
E_x HF -27.9103 Ha; LDA -25.7271 Ha; GE2 -27.0916 Ha
int n eps s^2 = -11.0521 Ha; mu*that = -1.3645 Ha = -37.13 eV
local w, eta=sqrt5/18: E_x -26.3300 Ha, scaled/lambda -26.3300 Ha
  Delta -0.6029 Ha = -16.41 eV, scaled/lambda -0.6029 Ha
  fraction of GE2 correction 0.442; of HF-LDA 0.276
w=0.1kF: Delta -0.2785, scaled/lambda -0.2785 Ha
const w=0.4: Delta -0.2487, scaled/lambda -0.1488, at w/lambda -0.1488 Ha
  scaling violation 0.1000 Ha = 2.72 eV
B=806.20 Ha; |B eta^3/(8 eta^2 I)| = 9.12 eta = 1.133
eta=0.005: mu_eff/(8eta^2) raw 0.9547, minus B term 1.0003
gas: chem. pot. 0.5 Ha, q=1.2/bohr; v0=0,w=0.05: pairs/LDA = 1.00000
v0=0.3 qz=0.196: n=0.01406/bohr^3 A(pairs) 0.02648 A(FS) 0.02647 kF^2/2pi^2 0.02824 /bohr^2
v0=0.3 qz=1.767: n=0.03801/bohr^3 A(pairs) 0.04775 A(FS) 0.04774 kF^2/2pi^2 0.05481 /bohr^2
v0=0.3 qz=2.945: n=0.06523/bohr^3 A(pairs) 0.06724 A(FS) 0.06723 kF^2/2pi^2 0.07857 /bohr^2
v0=0.08 Ha: modulation 0.2034, max w 0.03082/bohr, mu_eff/mu = 0.0217
v0=0.02 Ha: modulation 0.0512, max w 0.00765/bohr, mu_eff/mu = 0.0060
```
